# Darwin Lagrangian and vanishing odd orders from the time-symmetric two-charge action, part 2

Two charges $e_1,e_2$ interact through the time-symmetric Fokker-Tetrode action, without self-action. Units are Gaussian, and $\varepsilon=1/c$. The paths $\mathbf x_i(t_i)$ are smooth, independent of $c$ and slower than light, with velocities $\mathbf v_i$ and accelerations $\mathbf a_i$. A dot is a time derivative, and $\partial_i$ acts on $t_i$ alone. With $\mathbf R=\mathbf x_1(t_1)-\mathbf x_2(t_2)$, $R=|\mathbf R|>0$ and $\mathbf n=\mathbf R/R$,

$$S_{\rm int}=-e_1e_2\int D\,dt_1,\qquad D=\tfrac12[\lambda(\varepsilon)+\lambda(-\varepsilon)],\tag{5}$$

$$\lambda(\varepsilon)=\left.\frac{1-\varepsilon^2\mathbf v_1(t_1)\cdot\mathbf v_2(t_2)}{R-\varepsilon\,\mathbf R\cdot\mathbf v_2(t_2)}\right|_{t_2=t_1-\varepsilon R(t_1,t_2)} .\tag{6}$$

For $\varepsilon>0$, $\lambda(\varepsilon)$ belongs to the earlier (retarded) root and $\lambda(-\varepsilon)$ to the later one. The Taylor coefficients of $\lambda$ are

$$\lambda_n=(-1)^n\left\{\frac{\partial_2^nR^{n-1}}{n!}-\frac{\partial_2^{n-2}\big[\mathbf v_1\cdot\mathbf v_2\,R^{n-3}\big]}{(n-2)!}\right\}_{t_2=t_1},\tag{9}$$

without the second term for $n<2$. Odd orders cancel in $D\sim D_0+D_2\varepsilon^2+D_4\varepsilon^4+\cdots$. At equal times $D_0=1/R$ and

$$D_2=-\frac{\mathbf v_1\cdot\mathbf v_2+(\mathbf n\cdot\mathbf v_1)(\mathbf n\cdot\mathbf v_2)}{2R}-\frac12\frac{d(\mathbf n\cdot\mathbf v_2)}{dt}.\tag{11}$$

If charge 2 has constant velocity $\mathbf w$ and $\mathbf X$ is the equal-time separation, with $X=|\mathbf X|$, then $\lambda=(1-\varepsilon^2\mathbf v_1\cdot\mathbf w)/q$, where

$$q=\sqrt{X^2(1-\varepsilon^2w^2)+\varepsilon^2(\mathbf X\cdot\mathbf w)^2}.\tag{3}$$

Two earlier examples return. In section 3, charge 1 rests while charge 2 approaches it in a straight line with speed $u$ and constant acceleration $g$ toward it, which gives $\lambda_3=-ug$. The numerical check uses two smooth nonplanar paths in model units. At the chosen instant $R=1.98454$, and a fit to the earlier root alone gives $\lambda_3=-0.039683$.

### 8. Why the derivative may be dropped

The action over all time may diverge; for charges at a fixed distance the Coulomb integral already does. Its variation is well defined if the changes of the paths vanish outside a finite time interval. The integrand $D(t_1)$ is then affected at times $t_1$ inside that interval or joined to it by a light signal. These times fill a bounded range, and one range serves for all sufficiently small $\varepsilon$.

Let $\eta$ measure the size of the variation. The root $t_2$ depends smoothly on $\varepsilon$, $\eta$ and $t_1$ together. The Taylor remainder and its derivative with respect to $\eta$ are therefore uniformly small on the bounded range, and the series may be varied term by term. A total derivative leaves endpoint values outside the varied interval, where its variation is zero. Variation thus preserves the absence of odd orders.

For each free particle, $\sqrt{1-y}=1-y/2-y^2/8+O(y^3)$ with $y=v^2/c^2$ gives

$$-mc^2\sqrt{1-v^2/c^2}=-mc^2+\frac{mv^2}{2}+\frac{mv^4}{8c^2}+O(c^{-4}),$$

again without odd powers. The constant rest energy does not enter the equations of motion. Multiplying $D_0+\varepsilon^2D_2$ by $-e_1e_2$ and dropping the total derivative gives the Darwin Lagrangian:

$$L=\sum_{i=1}^2\left(\frac{m_iv_i^2}{2}+\frac{m_iv_i^4}{8c^2}\right)-\frac{e_1e_2}{R}+\frac{e_1e_2}{2c^2R}\left[\mathbf v_1\cdot\mathbf v_2+(\mathbf n\cdot\mathbf v_1)(\mathbf n\cdot\mathbf v_2)\right].\tag{12}$$

The last term contains the magnetic interaction and the leading effect of delay on the electric one. All quantities in it refer to one time.

A limit tests its sign. Let two charges move side by side with the same constant velocity $\mathbf v$ perpendicular to $\mathbf n$, held on their tracks by external forces. The interaction momentum of charge 1 from (12) is

$$\frac{e_1e_2}{2c^2R}\,[\mathbf v_2+\mathbf n(\mathbf n\cdot\mathbf v_2)],$$

which is constant here. The force along $\mathbf n$ is then the derivative of the interaction with respect to $R$:

$$F=\frac{e_1e_2}{R^2}\left(1-\frac{v^2}{2c^2}\right).$$

The closed form (3) gives the interaction function $-e_1e_2(1-\varepsilon^2\mathbf v_1\cdot\mathbf w)/q$. Its derivative for this geometry is $e_1e_2\sqrt{1-v^2/c^2}/R^2$, whose expansion agrees. Two effects combine here. The electric repulsion of like charges grows to $e_1e_2/(R^2\sqrt{1-v^2/c^2})$, a relative change of about $+v^2/(2c^2)$. The magnetic attraction is $v^2/c^2$ times that force and outweighs the increase, so the net repulsion is weaker than for charges at rest.

### 9. What the retarded kernel would add

If charge 2 follows a prescribed path and acts on charge 1 by its retarded field alone, the interaction function for charge 1 is $-e_1e_2\lambda(\varepsilon)$. This is $-e_1\phi+e_1\mathbf v_1\cdot\mathbf A/c$ with the Liénard-Wiechert potentials. Its third-order coefficient follows from (9):

$$\lambda_3=-\tfrac16\partial_2^3R^2+\partial_2(\mathbf v_1\cdot\mathbf v_2).$$

The successive derivatives are

$$\partial_2R^2=-2\mathbf R\cdot\mathbf v_2,\qquad \partial_2^2R^2=2v_2^2-2\mathbf R\cdot\mathbf a_2,$$

$$\partial_2^3R^2=4\mathbf v_2\cdot\mathbf a_2+2\mathbf v_2\cdot\mathbf a_2-2\mathbf R\cdot\dot{\mathbf a}_2=6\mathbf v_2\cdot\mathbf a_2-2\mathbf R\cdot\dot{\mathbf a}_2 .$$

Thus

$$\lambda_3=\mathbf v_1\cdot\mathbf a_2-\mathbf v_2\cdot\mathbf a_2+\tfrac13\mathbf R\cdot\dot{\mathbf a}_2 .$$

The product rule gives $\mathbf R\cdot\dot{\mathbf a}_2=d(\mathbf R\cdot\mathbf a_2)/dt-(\mathbf v_1-\mathbf v_2)\cdot\mathbf a_2$. With $\mathbf v_2\cdot\mathbf a_2=\tfrac12d(v_2^2)/dt$,

$$\lambda_3=\frac23\,\mathbf v_1\cdot\mathbf a_2+\frac{d}{dt}\left(\frac{\mathbf R\cdot\mathbf a_2-v_2^2}{3}\right).\tag{13}$$

For the nonplanar paths the two parts are $-0.029019$ and $-0.010664$, with sum $-0.039683$.

The relevant third-order interaction is $-(2e_1e_2/3c^3)\,\mathbf v_1\cdot\mathbf a_2$. It does not depend on $\mathbf x_1$, so the force is minus the time derivative of its derivative with respect to $\mathbf v_1$:

$$\mathbf F_1^{(3)}=\frac{2e_1e_2}{3c^3}\,\dot{\mathbf a}_2 .\tag{14}$$

At this order the source produces a spatially uniform electric field. The advanced field gives the opposite force, and the half-sum gives none. On given paths the time-symmetric force therefore agrees with the retarded one through order $c^{-2}$ and differs from it at order $c^{-3}$ wherever $\dot{\mathbf a}_2\neq0$; the even orders of the two are the same. For the constant acceleration of section 3, $\dot{\mathbf a}_2=0$: the term $-ug$ is then the total derivative in (13), and it exerts no force at third order. The Darwin Lagrangian belongs to both through order $c^{-2}$.

The forces provide a check that bypasses the action. Half the sum of the retarded and advanced Lorentz forces was compared with the Darwin force on the nonplanar paths. The magnitude of the difference falls from $9.287\times10^{-9}$ at $1/c=0.02$ to $5.804\times10^{-10}$ at $1/c=0.01$, in model units. The ratio is $16.00$, as expected for a remainder of order $c^{-4}$; a third-order remainder would give a ratio near 8. A separate test confirmed (14) for the retarded force alone.

### 10. A circular pair

Take equal masses $m$ and charges $+e$ and $-e$ at opposite ends of a rotating diameter. To vary one radius at a time, let the speeds first be $\beta_1c$ and $\beta_2c$, with common angular frequency $\omega$ and radii $\beta_ic/\omega$. Define $p=\beta_1\beta_2$ and $s=\beta_1+\beta_2$.

Let $\theta=\omega(t_1-t_2)$ for the earlier root. The light-cone condition is $R=c\theta/\omega$. At $t_1$ place charge 1 on the positive $x$ axis. Charge 2 at $t_2$ is at $-(\beta_2c/\omega)(\cos\theta,-\sin\theta)$ with velocity $-\beta_2c(\sin\theta,\cos\theta)$. Hence

$$\theta^2=\beta_1^2+\beta_2^2+2p\cos\theta,$$

$$\mathbf v_1\cdot\mathbf v_2=-pc^2\cos\theta,\qquad \mathbf R\cdot\mathbf v_2=-\frac{pc^2}{\omega}\sin\theta .$$

The later root gives the same contribution by reflection. Equation (6) becomes

$$D=\frac{\omega}{c}\,d,\qquad d=\frac{1+p\cos\theta}{\theta+p\sin\theta}.\tag{15}$$

For small speeds, expand the cosine in $\theta^2=s^2-2p(1-\cos\theta)$ and solve by iteration:

$$\theta^2=s^2\left(1-p+p^2+\frac{ps^2}{12}+\cdots\right),$$

$$\frac1\theta=\frac1s\left(1+\frac p2-\frac{p^2}{8}-\frac{ps^2}{24}+\cdots\right).$$

The remaining factor is

$$\frac{1+p\cos\theta}{1+p\sin\theta/\theta}=\frac{1+p-ps^2/2+\cdots}{1+p-ps^2/6+\cdots}=1-\frac{ps^2}{3}+\cdots .$$

Since $\tfrac1{24}+\tfrac13=\tfrac38$, the product is

$$d=\frac1s\left(1+\frac p2-\frac{p^2}{8}-\frac{3ps^2}{8}+\cdots\right).\tag{16}$$

The term $p/2$ is the Darwin interaction for opposite velocities.

On a circular orbit the radial equation of motion has the same value at all times. A small change of one radius over a long time therefore changes the action in proportion to that value, apart from end effects that do not grow with the duration. Equilibrium is stationarity in $\beta_1$ at fixed $\omega$ and $\beta_2$. The tangential force vanishes by symmetry: reversing time and reflecting the tangential axis restores the orbits and exchanges the two roots, but it reverses that force.

With $e_1e_2=-e^2$, the part of the reduced Lagrangian that depends on $\beta_1$ is

$$-mc^2\sqrt{1-\beta_1^2}+\frac{e^2\omega}{c}\,d .$$

Setting its derivative to zero at $\beta_1=\beta_2=\beta$ gives

$$\Omega\equiv\frac{\omega e^2}{mc^3}=-\frac{\beta/\sqrt{1-\beta^2}}{\partial d/\partial\beta_1}.\tag{17}$$

The four terms of (16) contribute to $\partial d/\partial\beta_1$, in order,

$$-\frac1{4\beta^2},\qquad \frac18,\qquad -\frac{3\beta^2}{32},\qquad -\frac{9\beta^2}{8},$$

so that

$$-\frac{\partial d}{\partial\beta_1}=\frac1{4\beta^2}\left(1-\frac{\beta^2}{2}+\frac{39\beta^4}{8}+\cdots\right).$$

The Darwin Lagrangian keeps the first two terms here, and its kinetic part gives $\beta+\beta^3/2$ in the numerator:

$$\Omega_{\rm Darwin}=4\beta^3\,\frac{1+\beta^2/2}{1-\beta^2/2}.\tag{18}$$

The full numerator contains the further term $3\beta^5/8$. The leading relative difference is therefore

$$\frac{\Omega_{\rm full}}{\Omega_{\rm Darwin}}-1=\left(\frac38-\frac{39}{8}\right)\beta^4+\cdots=-\frac92\beta^4+\cdots .\tag{19}$$

At $\beta=0.1$ the nonrelativistic Coulomb value is $\Omega=4(0.1)^3=0.004$. Equation (18) gives $0.004\times1.005/0.995=0.0040402$, and the full symmetric action gives $0.0040384$. The separation is $2\beta/\Omega$ in units of $e^2/(mc^2)$: $50.000$, $49.502$ and $49.524$ in the same order. The Darwin correction raises the frequency by about $1.0\%$ at fixed speed. The full frequency lies $0.0438\%$ below the Darwin one, close to the $0.045\%$ from (19).

Between $\beta=0.05$ and $0.025$ the relative Darwin error falls by a factor $15.92$, and the relative Coulomb error by $3.97$. These are near the values 16 and 4 for errors proportional to $\beta^4$ and $\beta^2$. At $\beta=0.01$ the coefficient in (19) is found to be $-4.499$.

For this pair the retarded $\lambda$ is itself even, because the two roots give equal contributions by reflection, so that $\lambda(\varepsilon)=\lambda(-\varepsilon)$. At third order this agrees with (13): on the circle $\mathbf v_1\cdot\mathbf a_2=0$, and $\mathbf R\cdot\mathbf a_2-v_2^2$ is constant. That does not make the retarded force even. Equation (14) gives a tangential force opposite to the motion of charge 1, of magnitude $2e^2\omega^2\beta/(3c^2)$, and at $\beta=0.01$ the tangential component of the computed retarded force is $0.9997$ times this. A variation of the radius alone cannot detect it. The stationary orbit thus belongs to the symmetric theory; with retarded forces the pair would not keep a constant radius without an external drive. The further numerical values are in the output below.

## Numbers as computed

```
Generic worldlines, model units, e1*e2 = 1
time: 0.4 model time
x1: 1.138534, 0.3728156, 0.1348576 model units
x2: -0.6365466, 0.1743105, 0.9997868 model units
v1: 0.1862689, 0.07247155, 0.08861623 model units
v2: 0.1002227, 0.1953308, -0.007299881 model units
distance R: 1.9845446 model length
v1.v2: 0.032177412 model units
n.v1: 0.13523583 model units
n.v2: 0.112364 model units
coefficient of 1/c^0: symmetric 0.50389395, retarded 0.50389395 model units
coefficient of 1/c^1: symmetric -3.4684558e-24, retarded -4.8824654e-24 model units
coefficient of 1/c^2: symmetric 0.029629891, retarded 0.029629891 model units
coefficient of 1/c^3: symmetric -1.7068969e-19, retarded -0.039683318 model units
coefficient of 1/c^4: symmetric 0.0042705856, retarded 0.0042705856 model units
coefficient of 1/c^5: symmetric -1.4775002e-15, retarded -0.027313667 model units
coefficient of 1/c^6: symmetric -0.012008096, retarded -0.012008096 model units
Darwin part of D_2: -0.011935497 model units
total-derivative part of D_2: 0.041565388 model units
(2/3) v1.a2: -0.029019446 model units
total-derivative part of retarded order 3: -0.010663872 model units
symmetric minus Darwin force, 1/c=0.02: 9.2874e-9 model units
symmetric minus Darwin force, 1/c=0.01: 5.8042e-10 model units
ratio of these two: 16.0011 (dimensionless)
Circular orbits: Omega = omega e^2/(m c^3), length unit e^2/(m c^2)
beta=0.1 Omega Coulomb: 0.004 (dimensionless)
beta=0.1 Omega Darwin: 0.004040201 (dimensionless)
beta=0.1 Omega full symmetric: 0.0040384311 (dimensionless)
beta=0.1 separation Coulomb: 50.0 e^2/(m c^2)
beta=0.1 separation Darwin: 49.502488 e^2/(m c^2)
beta=0.1 separation full: 49.524183 e^2/(m c^2)
beta=0.1 full/Coulomb - 1: 0.00960777 (dimensionless)
beta=0.1 full/Darwin - 1: -0.000438079 (dimensionless)
beta=0.05 Omega Coulomb: 0.0005 (dimensionless)
beta=0.05 Omega Darwin: 0.00050125156 (dimensionless)
beta=0.05 Omega full symmetric: 0.00050123756 (dimensionless)
beta=0.05 separation Coulomb: 200.0 e^2/(m c^2)
beta=0.05 separation Darwin: 199.50062 e^2/(m c^2)
beta=0.05 separation full: 199.5062 e^2/(m c^2)
beta=0.05 full/Coulomb - 1: 0.00247512 (dimensionless)
beta=0.05 full/Darwin - 1: -2.79375e-5 (dimensionless)
beta=0.025 Omega Coulomb: 6.25e-5 (dimensionless)
beta=0.025 Omega Darwin: 6.2539075e-5 (dimensionless)
beta=0.025 Omega full symmetric: 6.2538965e-5 (dimensionless)
beta=0.025 separation Coulomb: 800.0 e^2/(m c^2)
beta=0.025 separation Darwin: 799.50016 e^2/(m c^2)
beta=0.025 separation full: 799.50156 e^2/(m c^2)
beta=0.025 full/Coulomb - 1: 0.000623439 (dimensionless)
beta=0.025 full/Darwin - 1: -1.75488e-6 (dimensionless)
Coulomb gap ratio, beta 0.05 to 0.025: 3.97011 (dimensionless)
Darwin gap ratio, beta 0.05 to 0.025: 15.9199 (dimensionless)
(full/Darwin - 1)/beta^4 at beta=0.01: -4.4988 (dimensionless)
retarded tangential force/(2 beta/3), beta=0.01: 0.9997201 (dimensionless)
```
